# Kane density of states and its deep tail, derived two ways

## What dimensions fix

An electron of isotropic effective mass $m$ moves in a random potential $V(\mathbf r)$ with mean zero and standard deviation $\sigma$. Its energy $E$ is measured from the mean band edge, and $g(E)$ is the number of states per energy and volume, both spins included. Kane's model uses such a potential to represent the screened dopants of a heavily doped semiconductor. The end of the worked case shows how far real dopants can lie from its assumptions.

Suppose first that $V$ varies so slowly that its correlation length $\ell$ drops out. The remaining quantities are $\hbar$, $m$, $\sigma$ and $E$. Take energy, length and time as base units. The density of states, $\sigma$ and $E$ then contain no time, so $\hbar$ and $m$ must enter through $\hbar^2/m$, which has the dimension energy times length squared. An inverse volume is therefore $(m/\hbar^2)^{3/2}$ times an energy to the power $3/2$, and

$$
g(E)=\left(\frac{m}{\hbar^2}\right)^{3/2}\sqrt{\sigma}\;F\!\left(\frac E\sigma\right).
$$

A finite $\ell$ adds a second dimensionless argument,

$$
\epsilon=\frac{\hbar^2}{m\ell^2\sigma}.
$$

The Kane density of states is the limit $\epsilon\to0$ at fixed $E/\sigma$, for Gaussian $V$. The order matters: at fixed $\epsilon$, going ever deeper into the tail leaves the range of the result.

## First derivation: averaging the local band

**The local band.** At constant potential, the states with wave number below $k$ number $2\cdot(4\pi k^3/3)/(2\pi)^3=k^3/(3\pi^2)$ per volume. With kinetic energy $K=\hbar^2k^2/2m$ this is $(2mK)^{3/2}/(3\pi^2\hbar^3)$. Its derivative with respect to $K$ is

$$
A\sqrt K,\qquad A=\frac{\sqrt2\,m^{3/2}}{\pi^2\hbar^3}.
$$

If $V$ is nearly constant over the electron's quantum length, each region contributes $A\sqrt{E-V}$ where $V<E$, and nothing where $V>E$. In a large statistically uniform sample, whose distant regions are independent, the spatial average equals the average over the distribution of $V$ at one point. For a Gaussian distribution,

$$
g(E)=A\int_{-\infty}^{E}\sqrt{E-V}\;
\frac{e^{-V^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,dV .
$$

Put $s=E/\sigma$ and $u=(E-V)/\sigma$. Then $V/\sigma=s-u$, the square root supplies $\sqrt\sigma$, and

$$
g=A\sqrt\sigma\,Y(s),\qquad
Y(s)=\int_0^\infty\sqrt u\,\varphi(s-u)\,du,\qquad
\varphi(x)=\frac{e^{-x^2/2}}{\sqrt{2\pi}} .
$$

Here $u$ is the local kinetic energy in units of $\sigma$. With the energy scale $\eta=\sqrt2\,\sigma$ the exponential of the Gaussian reads $e^{-V^2/\eta^2}$.

**Closed form.** Let $t=-s$. Since $(s-u)^2=t^2+2tu+u^2$,

$$
Y=\frac{e^{-t^2/2}}{\sqrt{2\pi}}\,I(t),\qquad
I(t)=\int_0^\infty u^{1/2}e^{-tu-u^2/2}\,du .
$$

The function $u^{3/2}e^{-tu-u^2/2}$ vanishes at both ends, so the integral of its derivative is zero:

$$
0=\int_0^\infty\left(\tfrac32u^{1/2}-t\,u^{3/2}-u^{5/2}\right)e^{-tu-u^2/2}du
=\tfrac32I+tI'-I'' .
$$

The signs follow because each derivative with respect to $t$ brings down $-u$. Now define $W=e^{-t^2/4}I$. Two differentiations give

$$
W''=e^{-t^2/4}\left[I''-tI'+\left(\frac{t^2}{4}-\frac12\right)I\right]
=\left(\frac{t^2}{4}+1\right)W .
$$

The parabolic cylinder function $D_\nu$ obeys $D_\nu''=(t^2/4-\nu-1/2)D_\nu$ and decays as $t^\nu e^{-t^2/4}$ for $t\to+\infty$. The two equations agree for $\nu=-3/2$. The decaying solution is unique up to a factor: the Wronskian of two solutions is constant, and for two decaying ones it is zero. At large $t$, small $u$ dominates and $I\to\Gamma(3/2)t^{-3/2}$. Hence $W=\Gamma(3/2)D_{-3/2}(t)$. With $\Gamma(3/2)/\sqrt{2\pi}=1/(2\sqrt2)$,

$$
\boxed{\,g(E)=\frac{A\sqrt\sigma}{2\sqrt2}\;e^{-E^2/4\sigma^2}\,
D_{-3/2}\!\left(-\frac E\sigma\right)\,}
$$

**At and above the mean edge.** The substitution $w=u^2/2$ gives

$$
\int_0^\infty u^p\varphi(u)\,du
=\frac{2^{p/2}}{2\sqrt\pi}\,\Gamma\!\left(\frac{p+1}{2}\right).
$$

For $p=1/2$ this is $Y(0)=2^{1/4}\Gamma(3/4)/(2\sqrt\pi)\approx0.411$. The number of states below the mean edge follows by integrating the local band over energy first, which replaces $\sqrt u$ by $\tfrac23u^{3/2}$:

$$
N(0)=\frac23A\sigma^{3/2}\int_0^\infty u^{3/2}\varphi(u)\,du
=A\sigma^{3/2}\,\frac{2^{3/4}\Gamma(5/4)}{3\sqrt\pi}.
$$

Far above the edge, write $v=V/\sigma$ and expand $\sqrt{s-v}=\sqrt s\,(1-v/2s-v^2/8s^2+\dots)$. The excluded region $v>s$ has exponentially small weight. Since $\langle v\rangle=0$ and $\langle v^2\rangle=1$,

$$
Y(s)=\sqrt s\left(1-\frac{1}{8s^2}+\dots\right).
$$

The parabolic band returns, slightly lowered because the square root is concave.

**Deep tail.** For $E<0$ set $t=|E|/\sigma$ and $w=tu$. Then

$$
Y(-t)=\frac{e^{-t^2/2}}{2\sqrt2\,t^{3/2}}\,R(t),\qquad
R(t)=\frac{1}{\Gamma(3/2)}\int_0^\infty w^{1/2}e^{-w}e^{-w^2/2t^2}dw .
$$

For $x>0$, $1-x<e^{-x}<1-x+x^2/2$. Apply this with $x=w^2/2t^2$. The required moments are $\Gamma(7/2)/\Gamma(3/2)=15/4$ and $\Gamma(11/2)/\Gamma(3/2)=945/16$, so

$$
1-\frac{15}{8t^2}<R(t)<1-\frac{15}{8t^2}+\frac{945}{128\,t^4}.
$$

Also $R<1$, because the last exponential in its integrand is below one. Therefore $R\to1$ and

$$
\boxed{\,g(E)\;\to\;\frac{A\sigma^2}{2\sqrt2\,|E|^{3/2}}\;
e^{-E^2/2\sigma^2}\,}\qquad |E|\gg\sigma .
$$

The prefactor uses $\sqrt\sigma\,(\sigma/|E|)^{3/2}=\sigma^2/|E|^{3/2}$. The exponential is the rarity of a region with $V\approx E$; the power law comes from the few kinetic states available there. With the limiting weight $w^{1/2}e^{-w}$, the mean of $w$ is $3/2$, so the mean kinetic energy approaches $3\sigma^2/(2|E|)$ for $|E|\gg\sigma$. It falls with depth, the wavelength grows, and the assumption of a locally constant potential becomes harder to satisfy.

## Second derivation: averaging the quantum partition function

This route starts from the full Hamiltonian $H=-\hbar^2\nabla^2/2m+V$. Let $\beta$ be a variable of dimension inverse energy; it need not be a physical temperature. Define

$$
Z(\beta)=\int_{-\infty}^{\infty}g(E)e^{-\beta E}dE
=2\,\big\langle\langle\mathbf r|e^{-\beta H}|\mathbf r\rangle\big\rangle_V ,
$$

where the factor 2 is for spin.

**Closed paths.** Divide $e^{-\beta H}$ into many short factors. In each, the kinetic and potential parts may be separated with an error that vanishes as the steps shrink. The free factor of duration $\tau$ has the kernel

$$
\left(\frac{m}{2\pi\hbar^2\tau}\right)^{3/2}
\exp\!\left(-\frac{m|\Delta\mathbf r|^2}{2\hbar^2\tau}\right).
$$

The product is a Gaussian weight for paths $\mathbf x(\tau)$ that leave $\mathbf r$ and return after $\beta$. Its normalization is the free return kernel. Hence

$$
Z(\beta)=2\left(\frac{m}{2\pi\hbar^2\beta}\right)^{3/2}
\left\langle\left\langle e^{-\int_0^\beta V(\mathbf x(\tau))d\tau}
\right\rangle_V\right\rangle_{\rm paths}.
$$

Let $V$ be a Gaussian field with correlation function $C(\mathbf r)=\langle V(\mathbf r)V(0)\rangle$. For a fixed path the exponent is a Gaussian variable of mean zero, and $\langle e^{-X}\rangle=e^{\langle X^2\rangle/2}$. The inner average is therefore

$$
\exp\!\left[\frac12\int_0^\beta\!\!\int_0^\beta
C\big(\mathbf x(\tau)-\mathbf x(\tau')\big)\,d\tau\,d\tau'\right].
$$

**Kane limit.** If the path is small compared with the correlation length, $C$ may be replaced by $C(0)=\sigma^2$. The double integral becomes $\beta^2\sigma^2$. Because $2(m/2\pi\hbar^2)^{3/2}=A\,\Gamma(3/2)$,

$$
Z_0(\beta)=A\,\Gamma(3/2)\,\beta^{-3/2}e^{\beta^2\sigma^2/2}.
$$

Invert the Laplace transform along a vertical line with positive real part, and set $b=\beta\sigma$:

$$
Y(s)=\frac{\Gamma(3/2)}{2\pi i}\int_{c-i\infty}^{c+i\infty}
b^{-3/2}e^{bs+b^2/2}\,db,\qquad c>0 .
$$

To recover the earlier integral, write $\Gamma(3/2)b^{-3/2}=\int_0^\infty\sqrt u\,e^{-bu}du$ and do the $b$ integral first. With $x=s-u$, its integrand $e^{bx+b^2/2}$ has no singularity, so the line may be moved to $b=-x+iy$. There the exponent is $-x^2/2-y^2/2$, and the integral is $\varphi(x)$. This returns $Y=\int_0^\infty\sqrt u\,\varphi(s-u)du$.

**Tail from the contour.** For $s=-t<0$ choose $b=t+iy$. Then $-bt+b^2/2=-t^2/2-y^2/2$, and

$$
Y(-t)=\frac{\Gamma(3/2)e^{-t^2/2}}{2\pi\,t^{3/2}}
\int_{-\infty}^{\infty}\left(1+\frac{iy}{t}\right)^{-3/2}e^{-y^2/2}dy .
$$

At large $t$ the bracket tends to one, the integral to $\sqrt{2\pi}$, and the prefactor to $1/(2\sqrt2)$, as before. The quadratic term of the bracket is $\frac{15}{8}(iy/t)^2$, whose average is $-15/(8t^2)$. The saddle lies at $\beta=|E|/\sigma^2$: deeper states are governed by longer imaginary times and hence by larger quantum paths.

## How deep the result holds

**First quantum correction.** For a smooth field, let $K_{ij}=\langle\partial_iV\,\partial_jV\rangle$ and $G=\sum_iK_{ii}=\langle|\nabla V|^2\rangle$. Since $\partial_i\partial_jC(0)=-K_{ij}$,

$$
C(\mathbf r)=\sigma^2-\tfrac12\sum_{ij}K_{ij}r_ir_j+\dots
$$

Two points on the closed path separated by time $a$ are joined by free pieces of durations $a$ and $\beta-a$. Multiplying the two kernels adds their inverse variances, so each component of the separation has variance

$$
\frac{\hbar^2}{m}\left(\frac1a+\frac1{\beta-a}\right)^{-1}
=\frac{\hbar^2a(\beta-a)}{m\beta}.
$$

Different components are uncorrelated. The double time integral of $a(\beta-a)/\beta$ is $\int_0^\beta a(\beta-a)da=\beta^3/6$, because the function is unchanged under $a\to\beta-a$. The two factors $\tfrac12$, from the exponent and from $C$, give

$$
Z=Z_0\left(1-\frac{\hbar^2G}{24m}\beta^3+\dots\right).
$$

Under the inverse transform $\beta^3$ becomes $d^3/dE^3$, so to first order in $\epsilon$ at fixed $E/\sigma$,

$$
\delta g(E)=-\frac{\hbar^2G}{24m}\,g'''(E).
$$

In the contour integral each derivative with respect to $s$ multiplies by $b\approx t$. Thus $Y'''/Y\to t^3$ and

$$
\frac{\delta g}{g}\to-\frac{\hbar^2G|E|^3}{24m\sigma^6}.
$$

**Physical meaning.** Take an isotropic field and require $V(0)=E<0$. The combination $V(\mathbf r)-V(0)C(\mathbf r)/\sigma^2$ is uncorrelated with $V(0)$, hence independent of it for a Gaussian field. The mean potential around the chosen point is therefore $E\,C(r)/\sigma^2\approx-|E|+|E|Gr^2/(6\sigma^2)$, a harmonic well with $\omega^2=|E|G/(3m\sigma^2)$. The quantum partition function of an oscillator is $1/[2\sinh(\beta\hbar\omega/2)]$. Relative to the classical $1/(\beta\hbar\omega)$ it is reduced, at first order, by $(\beta\hbar\omega)^2/24$ per axis. Three axes and $\beta=|E|/\sigma^2$ reproduce the loss above. The trace matters here, because it averages over positions in the well. At the centre alone, the return probability falls by twice as much, $(\beta\hbar\omega)^2/12$ per axis. In the random field, a point with $V=E$ also has a random slope, which the mean well lacks. These slopes give back half of that loss. The net effect is a cost of confinement, partly offset by the slopes.

For $C=\sigma^2e^{-r^2/2\ell^2}$, $G=3\sigma^2/\ell^2$ and the leading loss is $\epsilon t^3/8$. The asymptotic Kane tail therefore needs

$$
1\ll\frac{|E|}{\sigma}\ll\left(\frac8\epsilon\right)^{1/3}.
$$

If $C$ has a cusp at $r=0$, $G$ is infinite and this estimate cannot be used. Screened point charges are such a case: each contributes a potential proportional to $e^{-r/\lambda}/r$, with screening length $\lambda$, and the sum over random positions has $C=\sigma^2e^{-r/\lambda}$. For dopants the estimate therefore applies only to a model potential smoothed at short distances.

**Non-Gaussian statistics.** If the one-point distribution has a small third cumulant $\kappa_3=\langle V^3\rangle$, then $\ln\langle e^{-\beta V}\rangle$ gains $-\beta^3\kappa_3/6$. At the saddle this changes $g$ by the leading relative amount $-\kappa_3|E|^3/(6\sigma^6)$. Attractive dopants whose potential is smoothed at short distances skew $V$ towards negative values, so $\kappa_3<0$ and the tail is raised. While it is small, this correction grows with the cube of the depth, like the leading quantum loss. For unsmoothed screened point charges the integral of the cubed potential diverges logarithmically at small $r$, so $\kappa_3$ is infinite and the estimate cannot be used.

**Numerical checks.** Potentials of the form $V_1(x)+V_2(y)+V_3(z)$ allow a three-dimensional quantum count, since the levels of the three axes add. With variance $\sigma^2/3$ and Gaussian correlation length $\ell$ on each axis, such a field has $G=\sigma^2/\ell^2$, one third of the isotropic value above, so the predicted loss must be computed from this $G$ and not from $\epsilon t^3/8$. In units $\hbar=m=\sigma=1$ with axis correlation length 5, the quantum count below $E=-2$ is 1.016 times Kane's. The predicted correction is a deficit, so this small excess needs an explanation. The classical count in the same potentials is $1.0161/(1-0.02585)=1.043$ times Kane's. The excess is thus present without any quantum effect and reflects the finite sample of potentials: between samples of this size the classical ratio scatters by about 0.04 around one. Relative to that classical count the quantum deficit is 2.59%, against 2.61% predicted; the sampled value moves by about 0.05 percentage points between samples. With correlation length 0.5, where $\epsilon=4$, the quantum count below $E=-2$ is 0.076 of the classical one in this sample, a value that shifts by about 0.01 between samples. A rapidly varying potential thus loses most of the semiclassical tail.

## A worked case

Take the round model values $m=0.3$ electron masses, one valley, $\sigma=0.05$ eV and a Gaussian correlation with $\ell=10$ nm. Then $A\sqrt\sigma=2.503\times10^{26}\ \mathrm{eV^{-1}\,m^{-3}}$. At the mean edge

$$
g(0)=2.503\times10^{26}\times0.4111
=1.029\times10^{26}\ \mathrm{eV^{-1}\,m^{-3}},
$$

or $6.42\times10^{44}\ \mathrm{J^{-1}\,m^{-3}}$. The number of states below that edge is

$$
N(0)=2.503\times10^{26}\times0.05\times0.2867
=3.59\times10^{24}\ \mathrm{m^{-3}},
$$

which is $3.59\times10^{18}\ \mathrm{cm^{-3}}$.

At $E=-0.15$ eV, $t=3$ and the leading tail formula gives

$$
2.503\times10^{26}\,\frac{e^{-4.5}}{2\sqrt2\;3^{3/2}}
=1.89\times10^{23}\ \mathrm{eV^{-1}\,m^{-3}} .
$$

The full Kane value is $1.61\times10^{23}$ in the same unit, a ratio of 0.849, inside the bounds 0.792 and 0.883.

The quantum parameter is $\epsilon=0.0508$. The leading loss $\epsilon t^3/8$ reaches 10% at

$$
|E|=0.05\left(\frac{0.8}{0.0508}\right)^{1/3}=0.125\ \mathrm{eV}.
$$

With the full third derivative, the first-order loss relative to Kane's $g$ is 6% at $-0.10$ eV, 19% at $-0.15$ eV and 44% at $-0.20$ eV. First order overstates the loss once it is no longer small. Averaging the full path exponential for this correlation gives about 18% at $-0.15$ eV and 36% at $-0.20$ eV. At $-0.25$ eV the first-order formula gives 84% against about 57% from the full average; first order has failed there and is not a usable prediction.

These numbers limit the simple asymptotic form. At $-0.20$ eV it still exceeds the full Kane value by about 11%, while the estimated quantum loss is already large. For these parameters there is no wide interval in which both errors are small. The closed form serves better near the edge, and a quantum treatment is needed deeper down.

These values describe a smooth model potential, not typical dopants. For $n$ singly charged dopants per volume and as many electrons in one band at zero temperature, Thomas-Fermi screening gives

$$
\lambda^2=\frac{2\varepsilon_sE_F}{3e^2n},\qquad
\sigma^2=2\pi n\lambda\left(\frac{e^2}{4\pi\varepsilon_s}\right)^2,
$$

where $\varepsilon_s$ is the permittivity and $E_F$ the Fermi energy above the band edge. With $m=0.3$ electron masses, relative permittivity 11.7 and $n=10^{19}\ \mathrm{cm^{-3}}$, this gives $\lambda\approx1.6$ nm and $\sigma\approx0.04$ eV. These are rough estimates: linear Thomas-Fermi screening requires $\sigma\ll E_F$ and $k_F\lambda\gg1$, where $k_F$ is the Fermi wave number, but here $\sigma\approx0.7E_F$ and $k_F\lambda\approx1$. Taking $\ell=\lambda$, $\epsilon\approx2.7$, and there are only about 0.04 dopants per $\lambda^3$. Such a potential is neither slowly varying nor close to Gaussian, so Kane's formula is not a quantitative prediction of its tail.

## What each derivation assumes

The first derivation assumes a local band and needs the distribution of $V$ at a single point. It extends at once to another distribution: replace the Gaussian in the average. It does not by itself tell how slowly $V$ must vary.

The second assumes that the values of $V$ at different points are jointly Gaussian, and it starts from the quantum Hamiltonian. Kane's result appears when $C$ is replaced by $C(0)$, and the next term measures the error of that step. Since $C(\mathbf r)\le\sigma^2$ for any stationary field, it also shows that $Z\le Z_0$ for every real $\beta>0$. This inequality concerns the weighted sum over energies; it does not order the two densities of states at each energy.

Both treat one band with a fixed mass and a potential of mean zero. They leave out dopant bound states formed in the rapidly varying core of the potential, and the exchange-correlation shift of the band caused by the carriers. A smooth tail has no sharp edge, so a value for band-gap narrowing also requires a criterion, such as a chosen density of states or a chosen integrated count. Different criteria give different energies from the same $g(E)$. The numerical output below gives the tail and its estimated losses over the range of energies used here.

## Numbers as computed

```
WORKED EXAMPLE
mass / electron mass = 0.30
sigma = 0.050 eV; correlation length = 10.0 nm
A = 1.74543e+55 J^-3/2 m^-3
A sqrt(sigma) = 2.50295e+26 eV^-1 m^-3
Y(0) = 0.411089; N(0)/(A sigma^1.5) = 0.286680
g(0) = 1.02894e+26 eV^-1 m^-3
g(0) converted = 6.42212e+44 J^-1 m^-3
states below mean edge N(0) = 3.58773e+24 m^-3
N(0) converted = 3.58773e+18 cm^-3
hbar^2/(m length^2 sigma) = 0.05080 (no unit)
depth for 10% leading quantum loss = 0.1253 eV
Tail: E [eV], g and leading g [eV^-1 m^-3], g/leading g
 -0.050 2.6069e+25 5.3674e+25 0.48570
 -0.100 3.1237e+24 4.2342e+24 0.73773
 -0.150 1.6065e+23 1.8919e+23 0.84915
 -0.200 3.3556e+21 3.7108e+21 0.90430
 -0.250 2.7569e+19 2.9497e+19 0.93465
 -0.300 8.7377e+16 9.1702e+16 0.95284
Bounds on g/leading g: E [eV], lower, upper (no unit)
 -0.150 0.79167 0.88281
 -0.200 0.88281 0.91165
 -0.250 0.92500 0.93681
 -0.300 0.94792 0.95361
First-order loss -dg/g: E [eV], full g''', leading |E|^3 law
 -0.050 0.00866 0.00635
 -0.100 0.06264 0.05080
 -0.150 0.19365 0.17145
 -0.200 0.43899 0.40640
 -0.250 0.83660 0.79375
TESTS IN UNITS hbar = m = sigma = 1
8 s^2 (1 - Y/sqrt(s)) at s = 12: 1.00663
Y'''/(|s|^3 Y) at s = -12: 1.01021
smooth potential: length 5.0, rings 9000
quantum count / Kane count at E = 0: 1.0209
quantum count / Kane count at E = -1: 1.0231
quantum count / Kane count at E = -2: 1.0161
partition deficit per axis at beta = 2: 0.004404
predicted partition deficit: 0.004444
count deficit at E = -2, same potentials: 0.02585
predicted count deficit: 0.02612
rough potential length: 0.5
rough quantum/classical count at E = -2: 0.0760
```
